# Random pair filling of a step edge leaves exp(-2) empty

If a dielectric starts to grow only at the step edges of an inert plane such as MoS$_2$, a growth calculation needs an initial number of anchored precursor molecules per length of step edge. Suppose each molecule reacts with two adjacent edge sites. One must then decide whether a long precursor pulse supplies one molecule for every two sites, and whether sites still empty after the pulse call for a longer one. If molecules arrive at random, are not hindered by filled neighbours, and cannot move or leave, the answer to both questions is no. On average a fraction $e^{-2}\simeq 0.135$ of the sites is left without an empty partner, and the number of molecules per site is $(1-e^{-2})/2\simeq 0.432$ instead of $0.5$. More exposure to the same precursor does not change this.

## The model

The edge is a straight row of equivalent sites, all empty at time zero. Each pair of adjacent sites is attempted independently at rate $k$, so the probability of an attempt on a given pair during a short time $dt$ is $k\,dt$. An attempt succeeds if both sites are empty, and otherwise the molecule returns to the gas. A successful molecule fills both sites permanently. Filled neighbours do not alter the rate at which an empty pair is attempted.

The rate $k$ belongs to a pair, not to a site. In the interior of the edge each site belongs to two pairs, so an empty site with two empty neighbours is filled at the total rate $2k$. The dimensionless dose is $\tau=kt$. If the pressure varies during the pulse, $\tau=\int k\,dt$ replaces $kt$ and the equations in $\tau$ are unchanged.

The edge is jammed when no two adjacent sites are both empty. Many arrangements are jammed, and their empty fractions differ. The quantity sought is the mean over the random order of arrival, not the densest packing or an equilibrium average.

## First derivation: empty runs on an infinite edge

Let $E_n(\tau)$ be the probability that $n$ given consecutive sites are all empty, whatever the state of the sites beyond them. On an infinite, uniform edge it does not depend on where the run lies. The empty fraction is $E_1$.

An empty run cannot be created, since nothing leaves. It can be destroyed in two ways:

- A molecule lands on one of the $n-1$ pairs inside the run. Both sites are known to be empty, so this contributes a loss $(n-1)E_n$ per unit dose.
- A molecule lands on a pair that straddles an end of the run, taking the end site and the site just outside. The outside site must also be empty, so $n+1$ consecutive sites must be empty. The two ends contribute $2E_{n+1}$.

Therefore

$$\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},\qquad E_n(0)=1,\qquad n\ge 1. \tag{1}$$

For $n=1$ there is no inside pair, and (1) reads $dE_1/d\tau=-2E_2$.

Each equation involves the next one, so the system does not close by itself. The inner loss alone would give a factor $e^{-(n-1)\tau}$, which suggests the trial form

$$E_n(\tau)=e^{-(n-1)\tau}\,\varphi(\tau), \tag{2}$$

with the same $\varphi$ for every $n$. The left side of (1) becomes

$$\frac{dE_n}{d\tau}=-(n-1)e^{-(n-1)\tau}\varphi+e^{-(n-1)\tau}\frac{d\varphi}{d\tau},$$

and the right side becomes

$$-(n-1)e^{-(n-1)\tau}\varphi-2e^{-n\tau}\varphi .$$

The first terms cancel. Division of the rest by $e^{-(n-1)\tau}$ leaves

$$\frac{d\varphi}{d\tau}=-2e^{-\tau}\varphi,\qquad \varphi(0)=1. \tag{3}$$

Since $n$ has disappeared, one function satisfies every equation. Dividing by $\varphi$ and integrating from zero gives

$$\ln\varphi(\tau)=-2\int_0^\tau e^{-s}\,ds=-2\left(1-e^{-\tau}\right),$$

and hence

$$E_n(\tau)=e^{-(n-1)\tau}\exp\left[-2\left(1-e^{-\tau}\right)\right]. \tag{4}$$

A trial form might miss another solution, so uniqueness must be shown. The difference $D_n$ of two solutions obeys (1), vanishes at $\tau=0$, and satisfies $|D_n|\le 1$ because probabilities lie between 0 and 1. The coefficients on the right of (1) have magnitudes adding to $n+1$. Each further differentiation raises the largest index by one, so the $m$th derivative of $D_n$ is at most $(n+1)(n+2)\cdots(n+m)$ in magnitude. All derivatives vanish at zero, and Taylor's theorem gives

$$|D_n(\tau)|\le\frac{(n+m)!}{n!\,m!}\,\tau^m .$$

For fixed $n$ the prefactor grows only as a power of $m$, so the bound tends to zero for $\tau<1$. Thus $D_n=0$ there. Restarting from $\tau=1/2$ and repeating extends the result to every dose.

### Jamming and the approach to it

As $\tau\to\infty$, (4) gives

$$E_1(\infty)=e^{-2},\qquad E_2(\infty)=0. \tag{5}$$

The second result says that every remaining vacancy is isolated. The vacancy density is $e^{-2}$ per site, so the mean distance from one vacancy to the next is $e^2\simeq 7.39$ sites. One of these is the vacancy itself and the others are filled in pairs, so a filled run holds $(e^2-1)/2\simeq 3.19$ molecules on average.

Equation (4) also shows why the loss stops. The probability that the site beyond an empty run is empty is

$$\frac{E_{n+1}}{E_n}=e^{-\tau}.$$

An empty site is therefore taken from either side at a rate that decays exponentially with dose. The integral of that rate over all doses is 1 for each side, or 2 in total, and the survival probability is $e^{-2}$.

A mean-field estimate treats neighbouring sites as independent and sets $E_2=E_1^2$. Then $dE_1/d\tau=-2E_1^2$, whose solution is $E_1=1/(1+2\tau)$. This falls to zero and misses jamming. At small dose it reads $1-2\tau+4\tau^2$, whereas (4) gives

$$E_1=\exp\left(-2\tau+\tau^2-\dots\right)=1-2\tau+3\tau^2+\dots$$

The two agree at first order and part at second order, because neighbours are correlated already at first order: (4) gives $E_2=1-3\tau+\dots$ while $E_1^2=1-4\tau+\dots$, and this difference reaches $E_1$ after one integration.

Near jamming, dividing $E_1(\tau)$ by its limit gives

$$\frac{E_1(\tau)}{e^{-2}}=\exp\left(2e^{-\tau}\right).$$

To come within a relative excess $\varepsilon$ of the limit, set this equal to $1+\varepsilon$. Taking the logarithm twice gives

$$\tau_\varepsilon=\ln\frac{2}{\ln(1+\varepsilon)}. \tag{6}$$

For $\varepsilon=0.01$ the dose is $\tau_\varepsilon=5.303$.

## Second derivation: splitting a finite edge

Now take an open edge of $L$ sites with no partners beyond its ends. Let $U_L$ be the mean number of sites left empty at jamming. An edge with no sites has $U_0=0$, and a single site cannot be filled, so $U_1=1$.

For $L\ge 2$ the first molecule is equally likely to land on any of the $L-1$ pairs. If $i$ sites lie to its left, $L-2-i$ lie to its right, with $i=0,1,\dots,L-2$. No later molecule can bridge the filled pair, so the two parts fill independently, each as an open edge of its own length. Averaging over the first landing place gives

$$U_L=\frac{1}{L-1}\sum_{i=0}^{L-2}\left(U_i+U_{L-2-i}\right).$$

The two terms run through the same values in opposite order, so their sums are equal:

$$(L-1)U_L=2\sum_{j=0}^{L-2}U_j. \tag{7}$$

For example, $U_2=0$, $U_3=1$ and $U_4=\tfrac23(0+1+0)=\tfrac23$. Four sites keep either none or two empty; the latter happens when the first molecule takes the middle pair, with probability $1/3$.

To solve (7) for all $L$, define

$$G(x)=\sum_{L=0}^{\infty}U_Lx^L .$$

Because $0\le U_L\le L$, this converges for $|x|<1$. Multiply (7) by $x^L$ and sum over $L\ge2$. On the left, the terms $L=0$ and $L=1$ may be added because both vanish. Since $xG'=\sum L\,U_Lx^L$, the left side is $xG'-G$. On the right, each $U_j$ occurs for every $L\ge j+2$, so

$$2\sum_{j=0}^{\infty}U_j\sum_{L=j+2}^{\infty}x^L
=2\sum_{j=0}^{\infty}U_j\frac{x^{j+2}}{1-x}
=\frac{2x^2}{1-x}G .$$

Equating the sides and dividing by $xG$, for $0<x<1$, gives

$$\frac{G'}{G}=\frac1x+\frac{2x}{1-x}=\frac1x-2+\frac{2}{1-x},$$

where $x/(1-x)=-1+1/(1-x)$ was used. Integration yields $\ln G=\ln x-2x-2\ln(1-x)+C$. The coefficient of $x$ in $G$ must be $U_1=1$, which fixes $C=0$. Thus

$$G(x)=\frac{x\,e^{-2x}}{(1-x)^2}. \tag{8}$$

The two factors have the expansions

$$\frac{x}{(1-x)^2}=\sum_{r=1}^{\infty}r\,x^r,\qquad e^{-2x}=\sum_{m=0}^{\infty}\frac{(-2)^m}{m!}x^m .$$

Collecting the terms with $r+m=L$ gives

$$U_L=\sum_{m=0}^{L-1}(L-m)\frac{(-2)^m}{m!}. \tag{9}$$

For a long edge, extend the sum to infinity. Its first part is $L\sum_m(-2)^m/m!=Le^{-2}$. Its second part is

$$-\sum_{m=1}^{\infty}m\frac{(-2)^m}{m!}
=2\sum_{m=1}^{\infty}\frac{(-2)^{m-1}}{(m-1)!}=2e^{-2}.$$

Therefore

$$U_L\simeq(L+2)e^{-2},\qquad \frac{U_L}{L}\to e^{-2}. \tag{10}$$

The terms added in extending the sum start at $m=L+1$, because the term $m=L$ vanishes. They alternate in sign and, for $L\ge2$, do not grow in size, so the error in $U_L$ is at most the first of them, $2^{L+1}/(L+1)!$. For $L=4$ the approximation gives $0.812$ against the true $0.667$. For $L=10$ it gives $1.62402$ against $1.62399$.

The extra $2e^{-2}$ is the effect of the two ends. An end site has a partner on one side only and is more likely to be left over.

A closed ring provides a link between the two derivations. The first molecule on a ring of $N$ sites leaves an open edge of $N-2$ sites, whose mean vacancy number is close to $Ne^{-2}$ by (10). The end correction cancels, so a ring of ten or more sites imitates the jammed infinite edge well: the empty fraction is $0.111$ for $N=6$ but $0.1352$ for $N=10$. The probabilities of all reachable states on a ring of 14 sites were propagated directly, without (1). For $n=1$ to $4$ and doses $0.2$, $1$, $3.652$, $5.303$ and $30$, the largest absolute difference from (4) was $7.2\times10^{-8}$.

## What each derivation assumes

Both derivations require permanent, immobile molecules and, as written above, equal attempt rates for all empty pairs. Both also rely on one dimension: a filled pair separates what lies to its left from what lies to its right. On a plane a filled pair can be bypassed, so neither argument carries over to the terrace.

The first derivation assumes an infinite uniform edge and attempts at a known rate. In return it gives the whole time dependence. The second needs no clock, only that the next molecule is equally likely to take any available pair. It describes finite edges but gives only the final state.

**Sites blocked beforehand.** Suppose each site is independently reactive with probability $p$, and let $E_n$ refer to sites that are both reactive and empty. Equation (1) still holds, with $E_n(0)=p^n$. The trial form $E_n=p^ne^{-(n-1)\tau}\varphi$ now gives $\varphi'=-2pe^{-\tau}\varphi$, because $E_{n+1}$ carries one more factor $p$. Integration gives

$$E_1(\infty)=p\,e^{-2p}.$$

The second route averages over the gaps between blocked sites. A gap of $L$ reactive sites has density $(1-p)^2p^L$ per site, so the vacancy density is

$$(1-p)^2\sum_LU_Lp^L=(1-p)^2G(p)=p\,e^{-2p}.$$

Per reactive site the empty fraction is $e^{-2p}$. It returns to $e^{-2}$ at $p=1$ and tends to 1 for sparse reactive sites, which have no partners.

**Neighbour interactions.** Let the rate of a pair be multiplied by $a$ for each filled site touching it, with $a<1$ for repulsion and $a>1$ for attraction. The loss of an empty run now depends on sites farther out, and (1) no longer holds as written. A pair at the end of a run has rate 1 if the site beyond it is empty and $a$ otherwise, so for $n\ge3$ it is replaced by $dE_n/d\tau=-(n-3+2a)E_n-2E_{n+1}-2(1-a)E_{n+2}$. This is solved by $E_n=e^{-(n-3)\tau}\exp\left[-2a\tau-2(1-e^{-\tau})-(1-a)(1-e^{-2\tau})\right]$. With $R=a^2E_2+2a(1-a)E_3+(1-a)^2E_4$, the two remaining equations are $dE_2/d\tau=-R-2aE_3-2(1-a)E_4$ and $dE_1/d\tau=-2R$, and integrating them gives the time dependence for any $a$. The splitting argument also survives. In a gap of $n\ge3$ sites between filled neighbours, the two end pairs have weight $a$ and the other $n-3$ pairs have weight 1. Equation (7) becomes

$$(n-3+2a)U_n=2\left[\sum_{j=0}^{n-2}U_j-(1-a)U_{n-2}\right]. \tag{11}$$

The subtraction corrects the end-pair weights; the corresponding term for the other end contains $U_0=0$. For $a>0$ a two-site gap eventually fills, so $U_2=0$. For $a=0$ no end pair can react, so $U_2=2$ and $U_3=3$. The empty fraction on a long edge is the increase of $U_n$ per added site. For the values of $a$ used below, averages over every filling history on edges of 2 to 12 sites, with the ends counted as filled neighbours, agreed with this recursion to within $10^{-10}$ of a site.

## A precursor pulse on an MoS$_2$ edge

Consider trimethylaluminium, of mass $72.1$ u, at $473$ K and a partial pressure of $0.1$ Torr, meeting a zigzag MoS$_2$ step $1000$ nm long. The site spacing is roughly $0.32$ nm. The capture width of $0.30$ nm and the reaction probability of $10^{-3}$ per hit are assumed values.

The rate follows from the gas flux. An ideal gas of pressure $P$ has number density $P/k_BT$, and its flux onto a surface is this density times the mean inward velocity:

$$\Phi=\frac{P}{k_BT}\int_0^\infty v\sqrt{\frac{m}{2\pi k_BT}}\,e^{-mv^2/2k_BT}\,dv
=\frac{P}{\sqrt{2\pi mk_BT}} .$$

The integral equals $\sqrt{k_BT/2\pi m}$. Here $\Phi=1.902\times10^5$ nm$^{-2}$ s$^{-1}$. One pair is assigned per site spacing, so

$$k=1.902\times10^5\times0.32\times0.30\times10^{-3}=18.26\ \text{s}^{-1}.$$

A pulse of $0.20$ s gives $\tau=18.26\times0.20=3.652$. Equation (4) then gives $E_1=0.1425$, about 5% above the limit in relative terms. The probability that a given pair is still open is $0.0037$. Coming within 1% of the limit takes $5.303/18.26=0.290$ s. In the ideal model most of the empty sites after the $0.20$ s pulse are therefore a result of jamming, not of too short an exposure. This conclusion depends on the assumed reaction probability. By (6) with $\varepsilon=1$, jammed vacancies are the majority only for $\tau>1.06$, that is for a probability above about $3\times10^{-4}$. At $10^{-4}$ the same pulse gives $\tau=0.365$ and $E_1=0.54$, mostly from too short an exposure. It also depends on neighbours not slowing the reaction, as shown below.

The edge has $1000/0.32=3125$ sites. At jamming the mean number of vacancies is $3127\,e^{-2}=423.2$, and their mean distance is $7.389\times0.32=2.36$ nm. A simulation of 200 such edges gave a mean of $422.1$. The scatter from edge to edge was 15 sites, so the standard error of the mean is $15/\sqrt{200}\simeq1.1$ and the difference is about one standard error. A single edge of this length thus typically differs from the mean by some 3.5% of its vacancy number.

### How far the neglected effects move the result

In each comparison below, the other assumptions of the ideal model are held fixed and the edge is taken to jamming.

| Change | Empty fraction |
|---|---:|
| Ideal long edge | 0.135 |
| Kinks every 30 sites | 0.144 |
| 5% of sites blocked beforehand | 0.150 per reactive site |
| Repulsion of 0.05 eV, $a=0.293$ | 0.167 |
| Attraction of 0.05 eV, $a=3.41$ | 0.099 |
| No filling next to a filled site, $a=0$ | 0.451 |

The kink entry is $(32/30)e^{-2}$ and assumes that no molecule bridges a kink. For the interactions, each filled neighbour is assumed to raise (repulsion) or lower (attraction) the reaction barrier by the full $0.05$ eV, with an unchanged prefactor. Then $a=e^{\mp0.05\,\text{eV}/k_BT}$, with $k_BT=0.0408$ eV. Repulsion favours landings away from filled sites, which create new gaps and more stranded sites. Attraction favours growth from filled runs. Repulsion also delays jamming, since a two-site gap fills only at rate $a^2k$. For $a=0.293$ the empty fraction after the $0.20$ s pulse is still about $0.31$, and coming within 1% of the limit takes a dose of about 50, or some 3 s. In that case a longer pulse does fill more sites.

Complete steric blocking changes the result most, by more than a factor of three. Each molecule then needs an empty site between itself and the next, so even the densest arrangement leaves one third of the sites empty. The value $0.451$ is not the limit of ever stronger finite repulsion. At $a=0$ the edge stops with gaps of one, two and three sites, of densities near $0.148$, $0.077$ and $0.050$ per site. For any $a>0$ the two-site gaps eventually fill and the three-site gaps shrink to one site, so the jammed fraction tends to about $0.198$ as $a\to0^+$. For small $a$ the edge lingers near $0.45$ only while $a\tau\ll1$; for $a=0.1$ the $0.20$ s pulse already gives $0.39$. The three-site gaps close at rate $2ak$, which brings the empty fraction to about $0.35$ at doses of a few times $1/a$, and the jammed value is reached only at several times $1/a^2$.

Permanence also has a limit. With an attempt frequency of $10^{13}$ s$^{-1}$, a barrier of $1.5$ eV and a cycle of $10$ s, the expected number of hops or desorptions per molecule is

$$10^{13}\times10\times e^{-1.5/k_BT}\simeq0.010 .$$

One event per cycle corresponds to a barrier of $k_BT\ln(10^{14})=1.31$ eV. For desorption the frozen model fails outright there, and it degrades well above this value. If the events are desorptions and nothing refills the sites, $0.010$ events per molecule raise the empty fraction from $0.135$ to about $0.144$, and a barrier of $1.4$ eV, with $0.12$ events per molecule, raises it to about $0.23$. A molecule that hops by one site into a vacancy moves the vacancy by two sites; two vacancies can then meet and form a pair that a later molecule fills. Mobility of this kind lowers the empty fraction if precursor is still supplied, and leaves it unchanged while none flows. With about one hop attempt per molecule per cycle, the empty fraction is still near $0.14$ after the $0.20$ s pulse and the rest of the cycle, and falls to about $0.10$ after a second such pulse on the same edge.

In the real process the temperature is an ordinary one for atomic layer deposition, and the pressure is of a plausible order. The reaction probability is the least certain input, but in this model it sets the time to jamming and not the limit. The assumption most exposed is that neighbours do not interfere: the methyl groups of trimethylaluminium are comparable in size to the site spacing. If they blocked adjacent sites completely, the empty fraction would move from $0.135$ to $0.451$. Occupation of exactly two sites is itself a premise, and real edges may also be oxidized or irregular. The value $e^{-2}$ is therefore a reference for ideal pair filling, not a measured property of MoS$_2$ edges.

## Computed values

```
temperature: 473 K
thermal energy kT: 0.0408 eV
pressure: 0.10 Torr
precursor mass: 72.1 u
site spacing: 0.32 nm
capture width: 0.30 nm
reaction probability per hit: 1.0e-03
gas flux: 1.902e+05 per nm2 per s
rate per pair k: 18.26 per s
pulse length: 0.20 s
dose kt of pulse: 3.652
empty fraction after pulse: 0.1425
open-pair prob. after pulse: 0.00370
jammed empty fraction exp(-2): 0.135335
jammed filled fraction: 0.864665
ring of 14 sites, empty at kt=30: 0.135335
largest ring-formula difference: 7.2e-08
dose to 1% above jamming: 5.303
time to 1% above jamming: 0.290 s
edge length: 1000 nm
sites on edge: 3125
expected empty sites: 423.2
simulated edges: 200
simulated mean empty sites: 422.1
simulated scatter per edge: 15 sites
mean vacancy distance: 7.389 sites
mean vacancy distance: 2.36 nm
molecules per filled run: 3.195
mean empty sites, L=2: 0.00000; (L+2)exp(-2): 0.54134
mean empty sites, L=3: 1.00000; (L+2)exp(-2): 0.67668
mean empty sites, L=4: 0.66667; (L+2)exp(-2): 0.81201
mean empty sites, L=5: 1.00000; (L+2)exp(-2): 0.94735
mean empty sites, L=6: 1.06667; (L+2)exp(-2): 1.08268
mean empty sites, L=10: 1.62399; (L+2)exp(-2): 1.62402
kink segment: 30 sites
empty fraction with kinks: 0.1444
fraction blocked beforehand: 0.05
empty per reactive site, blocked: 0.1496
neighbour energy: 0.05 eV
factor a, repulsion: 0.293
empty fraction, repulsion: 0.1672
factor a, attraction: 3.410
empty fraction, attraction: 0.0989
empty fraction, steric a=0: 0.4509
attempt frequency: 1e+13 per s
cycle time: 10 s
hop or desorption barrier: 1.50 eV
events per molecule per cycle: 1.04e-02
barrier for one event per cycle: 1.31 eV
```
